\section*{Gaussian Loss of Orientation in Freely Rotating Planar Dipoles}

\section{Rotors with a single speed}

Take many rigid dipoles, each turning about its own fixed axis, all the axes being parallel. Nothing exerts a torque on them. Let half of them turn with angular velocity $+\Omega_1$ and half with $-\Omega_1$. After a time $t$ each dipole has turned through $\pm\Omega_1t$, and the mean scalar product of its present direction with its initial one is
\begin{equation}
\tfrac12\cos(\Omega_1t)+\tfrac12\cos(-\Omega_1t)=\cos(\Omega_1t).
\end{equation}
This oscillates for ever. If a second group turns with $\pm\Omega_2$, the two cosines drift out of step and partly cancel. A decay of the mean thus needs a spread of speeds, but no friction. For a thermal spread the shape of the decay can be found in closed form.

\section{The model and the thermal average}

Let $I$ be the moment of inertia about the axis, $\theta$ the angle of the dipole in its plane of rotation, and $\mathbf u=(\cos\theta,\sin\theta)$ the unit vector along it. The motion is classical and the dipoles do not interact. The energy $I\Omega^2/2$ does not contain $\theta$, so in equilibrium at temperature $T$ the initial angle $\theta_0$ is uniformly distributed and independent of the angular velocity $\Omega$, whose probability density is
\begin{equation}
P(\Omega)=\sqrt{\frac{I}{2\pi kT}}\;e^{-I\Omega^2/2kT},
\qquad \langle\Omega^2\rangle=\frac{kT}{I}.
\label{eq:P}
\end{equation}

Free motion gives $\theta(t)=\theta_0+\Omega t$, hence
\begin{equation}
\mathbf u(t)\cdot\mathbf u(0)=\cos\theta(t)\cos\theta_0+\sin\theta(t)\sin\theta_0=\cos\Omega t .
\end{equation}
The initial angle has dropped out, and the correlation function is
\begin{equation}
C(t)=\langle\mathbf u(t)\cdot\mathbf u(0)\rangle=\int_{-\infty}^{\infty}P(\Omega)\cos\Omega t\,d\Omega .
\label{eq:Cdef}
\end{equation}
To evaluate it, differentiate with respect to $t$. From (\ref{eq:P}), $dP/d\Omega=-(I\Omega/kT)P$, so $\Omega P=-(kT/I)\,dP/d\Omega$ and
\begin{align}
\frac{dC}{dt}&=-\int\Omega P\sin\Omega t\,d\Omega
=\frac{kT}{I}\int\frac{dP}{d\Omega}\sin\Omega t\,d\Omega\nonumber\\
&=\frac{kT}{I}\Big[P\sin\Omega t\Big]_{-\infty}^{\infty}-\frac{kT}{I}\,t\int P\cos\Omega t\,d\Omega
=-\frac{kT}{I}\,t\,C(t).
\end{align}
The boundary term vanishes because $P$ does so at large $|\Omega|$. Dividing by $C$ and integrating from $C(0)=1$ gives $\ln C=-kTt^2/2I$, that is,
\begin{equation}
C(t)=e^{-kTt^2/2I}=e^{-t^2/2\tau^2},\qquad \tau=\sqrt{I/kT}.
\label{eq:C}
\end{equation}
The time $\tau$ is that in which a rotor with the root-mean-square velocity turns through one radian.

A fixed field direction picks out one component of $\mathbf u$. For it,
\begin{equation}
\langle\cos\theta(t)\cos\theta_0\rangle=\tfrac12\langle\cos\Omega t\rangle+\tfrac12\langle\cos(2\theta_0+\Omega t)\rangle=\tfrac12C(t),
\label{eq:half}
\end{equation}
since the second term averages to zero over $\theta_0$.

\section{Why the decay is not exponential}

The logarithmic decay rate is
\begin{equation}
-\frac{d\ln C}{dt}=\frac{t}{\tau^2}.
\end{equation}
It starts at zero and grows, whereas an exponential has a constant rate. At short times the dipoles have simply not turned far: $C\approx1-t^2/2\tau^2$, with zero slope.

One can also ask which velocities would make free rotors decay as $e^{-bt}$ for all $t>0$. Inverting the cosine transform (\ref{eq:Cdef}) for an even density gives
\begin{equation}
P(\Omega)=\frac1\pi\int_0^\infty e^{-bt}\cos\Omega t\,dt=\frac1\pi\,\frac{b}{b^2+\Omega^2}.
\end{equation}
For this Lorentzian $\Omega^2P$ tends to the constant $b/\pi$, so the mean kinetic energy diverges. No thermal distribution of free rotors with one common moment of inertia has this form.

The decay is a dephasing. Each rotor keeps its velocity, and the information about its initial angle is not lost. If all velocities were reversed at time $t$, the angles at time $2t$ would be $\theta_0+\Omega t-\Omega t=\theta_0$, and the correlation with the initial directions would again be one.

\section{Numbers for a model rotor}

Take round model parameters, $I=100$ u\,\AA$^2$ and $T=300$ K; picoseconds are then the natural unit of time. In SI units $I=1.6605\times10^{-45}$ kg\,m$^2$ and $kT=4.142\times10^{-21}$ J, so
\begin{equation}
\tau^2=\frac{1.6605\times10^{-45}}{4.142\times10^{-21}}\ \mathrm{s^2}=0.4009\ \mathrm{ps^2},\qquad \tau=0.633\ \mathrm{ps}.
\end{equation}
The correlation falls to $1/e$ when $t^2=2\tau^2$, at $t=0.895$ ps. The table sets it beside an exponential with the same $1/e$ time.

\begin{center}
\begin{tabular}{ccc}
$t$ (ps) & free rotors & exponential\\
0.2 & 0.951 & 0.800\\
0.5 & 0.732 & 0.572\\
1.0 & 0.287 & 0.327\\
1.5 & 0.060 & 0.187\\
2.0 & 0.007 & 0.107
\end{tabular}
\end{center}

The Gaussian lies above the exponential before the common $1/e$ time and below it afterwards. Its decay rate is $0.5/0.4009=1.25$ ps$^{-1}$ at 0.5 ps and twice that, 2.49 ps$^{-1}$, at 1 ps. The exponential keeps the rate $1/0.895=1.12$ ps$^{-1}$ throughout.

\section{Response to an oscillating field}

Let $\mu$ be the dipole moment and $E$ a weak field along $\theta=0$, with energy $-\mu E\cos\theta$. Suppose first that the field has been constant for a long time, that the dipoles are in equilibrium with it, and that it is removed at $t=0$. To first order in $\mu E/kT$ the initial distribution is the uniform one times $1+(\mu E/kT)\cos\theta_0$. The motion afterwards is free, so by (\ref{eq:half})
\begin{equation}
\langle\cos\theta(t)\rangle=\frac{\mu E}{kT}\langle\cos\theta(t)\cos\theta_0\rangle=\frac{\mu E}{2kT}\,C(t).
\end{equation}
In the linear regime the response to any field $E(t)$ is a superposition of such steps:
\begin{equation}
\langle\cos\theta(t)\rangle=\frac{\mu}{2kT}\int_0^\infty\Big[-\frac{dC}{ds}\Big]E(t-s)\,ds .
\end{equation}
For the removed constant field only $s>t$ contributes, and the integral returns $E\,C(t)$, as it must.

Now put $E(t)=E\cos\omega t$ and expand $\cos\omega(t-s)=\cos\omega t\cos\omega s+\sin\omega t\sin\omega s$. The response is $(\mu E/2kT)(\chi'\cos\omega t+\chi''\sin\omega t)$, where both parts are relative to the static response. Integration by parts gives
\begin{align}
\chi'&=-\int_0^\infty\frac{dC}{ds}\cos\omega s\,ds=1-\omega\int_0^\infty C\sin\omega s\,ds,\\
\chi''&=-\int_0^\infty\frac{dC}{ds}\sin\omega s\,ds=\omega\int_0^\infty C\cos\omega s\,ds .
\end{align}
Measure time in $\tau$ and write $x=\omega\tau$. The cosine integral is a Gaussian integral of the kind already done,
\begin{equation}
\int_0^\infty e^{-s^2/2}\cos xs\,ds=\sqrt{\frac{\pi}{2}}\,e^{-x^2/2}.
\end{equation}
For the sine integral $S(x)=\int_0^\infty e^{-s^2/2}\sin xs\,ds$, differentiation and integration by parts give
\begin{equation}
\frac{dS}{dx}=\int_0^\infty s\,e^{-s^2/2}\cos xs\,ds=\Big[-e^{-s^2/2}\cos xs\Big]_0^\infty-xS=1-xS .
\label{eq:S}
\end{equation}
With $S(0)=0$ the solution is $S=e^{-x^2/2}\int_0^xe^{y^2/2}dy$. Therefore
\begin{equation}
\chi''=\sqrt{\frac{\pi}{2}}\;x\,e^{-x^2/2},\qquad \chi'=1-xS(x).
\label{eq:chi}
\end{equation}

The derivative of $x\,e^{-x^2/2}$ is $(1-x^2)e^{-x^2/2}$, so the loss peaks at $\omega\tau=1$ with height $\sqrt{\pi/2}\,e^{-1/2}=0.760$. For the model rotor the peak frequency is $1/(2\pi\tau)=0.251$ THz. An exponential correlation $e^{-t/\tau_D}$ gives instead the Debye loss $\omega\tau_D/(1+\omega^2\tau_D^2)$, with peak height 0.5.

The two laws differ most plainly at high frequency. The power absorbed by one dipole is the time average of $E(t)\,\mu\,d\langle\cos\theta\rangle/dt$, which is $\mu^2E^2\omega\chi''/4kT$. In the Debye case $\omega\chi''$ tends to the constant $1/\tau_D$, so absorption persists at any high frequency. For free rotors it vanishes as a Gaussian. Comparison of (\ref{eq:chi}) with (\ref{eq:P}) shows why: $\chi''=\pi\omega P(\omega)$. The loss at $\omega$ measures how many rotors turn at the frequency of the field, and very few turn much faster than $1/\tau$.

In the same limit (\ref{eq:S}) gives $S\approx1/x+1/x^3$, and $\chi'\approx-1/x^2$. The dipoles then respond in antiphase, as a free mass does to a rapid force. As a test, the equation of motion was integrated for a thermal set of rotors driven with $\mu E/kT=10^{-5}$. At $\omega\tau=0.5$, 1 and 2 this gave $\chi'=0.770$, 0.275 and $-0.280$, and $\chi''=0.553$, 0.760 and 0.339, which agree with (\ref{eq:chi}) to within $10^{-3}$.

The linear result has a time limit. In a frame turning at $\omega$, a rotor near resonance has the angle $\varphi=\theta-\omega t$. Half of the oscillating field turns with it, and if the counter-rotating half is left out, $\ddot\varphi=-(\mu E/2I)\sin\varphi$. Such a rotor librates with frequency $\sqrt{\mu E/2I}$ about $\varphi=0$. Without any friction, the loss $\chi''$ in (\ref{eq:chi}) therefore holds only for driving times up to about $\sqrt{2I/\mu E}$; later the trapped rotors stop absorbing on average and $\chi''$ dies away, while $\chi'$ changes little. With $\mu E/kT=0.02$ and $\omega\tau=1$, where this time is $10\tau$, the averages over $75\tau<t<150\tau$ are $\chi''\approx0.05$ and $\chi'\approx0.26$. The driving must also have lasted several $\tau$: if the field is switched on at $t=0$, the response integral stops at $s=t$, and the missing part, which is at most $C(t)$ times the static response, must be small compared with the part of the response that is sought. For the weak loss at high frequency this takes longer.

\section{Friction and the return of the exponential}

Let collisions damp the angular velocity at a rate $\gamma$ and supply the random torque that keeps the temperature at $T$. In the Langevin model with white noise,
\begin{equation}
\langle\Omega(t')\Omega(t'')\rangle=\frac{1}{\tau^2}\,e^{-\gamma|t'-t''|}.
\end{equation}
The angle turned, $\Phi=\int_0^t\Omega\,dt'$, is a linear combination of Gaussian variables and so is itself Gaussian with zero mean. The average (\ref{eq:Cdef}), applied to $\Phi$ instead of $\Omega t$, then gives $\langle\cos\Phi\rangle=e^{-\langle\Phi^2\rangle/2}$. A delay $s=|t'-t''|$ occurs with weight $2(t-s)$ in the double integral for $\langle\Phi^2\rangle$, so
\begin{align}
\langle\Phi^2\rangle&=\frac{2}{\tau^2}\int_0^t(t-s)e^{-\gamma s}ds\nonumber\\
&=\frac{2}{\tau^2}\left[\frac{t(1-e^{-\gamma t})}{\gamma}-\frac{1-(1+\gamma t)e^{-\gamma t}}{\gamma^2}\right]
=\frac{2(\gamma t-1+e^{-\gamma t})}{\gamma^2\tau^2},
\end{align}
and
\begin{equation}
C(t)=\exp\!\left[-\frac{\gamma t-1+e^{-\gamma t}}{(\gamma\tau)^2}\right].
\label{eq:fric}
\end{equation}

For $\gamma t\ll1$ the expansion of $e^{-\gamma t}$ gives
\begin{equation}
\ln C=-\frac{t^2}{2\tau^2}+\frac{\gamma t^3}{6\tau^2}-\frac{\gamma^2t^4}{24\tau^2}+\dots
\end{equation}
The free result comes first, and friction slows the decay. With $\gamma=0.1$ ps$^{-1}$ in the model rotor, $C(1\ \mathrm{ps})$ rises from 0.287 to 0.299. The shift of $\ln C$ is 0.0406, against the leading estimate $0.1/(6\times0.4009)=0.0416$. The difference is the next term, which is smaller than the leading one by the factor $\gamma t/4=0.025$.

For $\gamma t\gg1$, and late enough that also $e^{-\gamma t}\ll(\gamma\tau)^2$, the exponential inside (\ref{eq:fric}) can be dropped:
\begin{equation}
C(t)\approx e^{1/(\gamma\tau)^2}\,e^{-t/\tau_D},\qquad \tau_D=\gamma\tau^2=\frac{I\gamma}{kT}.
\end{equation}
If also $\gamma\tau\gg1$, the prefactor is close to one and Debye's law holds at frequencies well below $\gamma$. As $\omega$ approaches $\gamma$ the absorption falls below Debye's constant value, because the decay does not start as an exponential. With $\gamma=20$ ps$^{-1}$, $\gamma\tau=12.7$ and $\tau_D=20\times0.4009=8.02$ ps. At that time $C=0.3702$, which exceeds $1/e=0.3679$ by 0.6 per cent, as the prefactor requires. Even here the curve starts with zero slope, but the rounding lasts only for about $1/\gamma=0.05$ ps.

The two regimes also differ in how finer angular patterns decay. Replacing $\Phi$ by $n\Phi$ multiplies the exponent by $n^2$. The decay time of $\langle\cos n\Phi\rangle$ is therefore shorter by $n$ for free rotors, where the exponent goes as $t^2$, and, as long as $n\ll\gamma\tau$, by about $n^2$ in the Debye regime, where it goes as $t$.

\section{A weak barrier}

Suppose the surroundings add a potential $V=\frac h2(1-\cos2\theta)$. Changing the sign of $h$ amounts to shifting $\theta$ by $\pi/2$ and adding a constant, neither of which alters $C$. Hence $C$ is even in $h$, and at times up to about $3\tau$ a weak barrier changes it in second order. For $h=0.1\,kT$, integrated trajectories give a largest change of $C$ of $2.3\times10^{-3}$ for $t<3\tau$. Half the barrier gives $5.9\times10^{-4}$, a quarter as much. The response to a field of fixed direction is less protected, because the barrier singles out a direction and (\ref{eq:half}) fails in first order: $2\langle\cos\theta(t)\cos\theta_0\rangle$ exceeds one by $h/4kT=0.025$ at $t=0$ and departs from the Gaussian by up to about 0.1 for $t<3\tau$, half as much for half the barrier. The first-order term cancels when the barrier directions are averaged over the plane. This says nothing about much later times: a rotor with energy below $h$ never crosses the barrier, so its orientation stays confined. Without friction $C$ therefore does not decay to zero, however weak the barrier. Its long-time mean is about $0.46\sqrt{h/kT}$, or 0.15 for $h=0.1\,kT$, and for this barrier $C$ is already 0.005 at $t=4\tau$, where the Gaussian is $3\times10^{-4}$.

\section{Dipoles free to turn in space}

The Gaussian belongs to rotation about a fixed axis. A linear molecule in free space has two thermal angular-velocity components perpendicular to its dipole. It turns uniformly in a plane with speed $w=\sqrt{w_x^2+w_y^2}$, in units of $1/\tau$. The area element $w\,dw\,d\phi$ makes the density of speeds $w\,e^{-w^2/2}$, and with $s=t/\tau$
\begin{equation}
C_{3}(t)=\int_0^\infty w\,e^{-w^2/2}\cos(ws)\,dw=1-s\,S(s),
\end{equation}
where the last step is (\ref{eq:S}). This function changes sign and approaches zero from below as $-1/s^2$. With the same $I$ and $T$ as before, $C_3(1\ \mathrm{ps})=-0.169$, where the planar value is $+0.287$. The minimum, $-0.285$, comes at 1.345 ps. Slow rotors are rarer here, because the density of speeds vanishes at $w=0$, and more dipoles pass through the reversed direction together.

\section{Quantum levels}

A quantum planar rotor has the levels $E_m=\hbar^2m^2/2I$ with $m=0,\pm1,\pm2,\dots$ and populations $p_m\propto e^{-E_m/kT}$. The dipole operator changes $m$ by $\pm1$, and $|E_{m\pm1}-E_m|=(\hbar^2/2I)\,|2m\pm1|$. With $\varepsilon=\hbar t/2I$, the real part of the correlation function is
\begin{equation}
\sum_mp_m\,\tfrac12\big[\cos(2m+1)\varepsilon+\cos(2m-1)\varepsilon\big]
=\cos\varepsilon\sum_mp_m\cos2m\varepsilon .
\end{equation}
Here $2m\varepsilon=(\hbar m/I)t$ is the classical $\Omega t$ with $\Omega=\hbar m/I$. If $\hbar^2/2IkT\ll1$ and neighbouring terms are still nearly in phase, the sum becomes the integral (\ref{eq:Cdef}), and the real part is $\cos(\hbar t/2I)\,e^{-t^2/2\tau^2}$.

For the model rotor $\hbar^2/2IkT=8.1\times10^{-4}$, and the largest departure of the real part from the classical $C$ within 3 ps is $1.5\times10^{-4}$. At the time $t_r=2\pi I/\hbar=98.9$ ps, however, $\varepsilon=\pi$, every $\cos2m\varepsilon$ equals one, and the correlation is $-1$: all the dipoles are reversed. This revival needs undisturbed rotation for some 99 ps. In the friction model with $\gamma=0.1$ ps$^{-1}$ the velocity memory lasts 10 ps, so one would not expect to see it there.

\section{Relation to real dielectrics}

The chosen inertia is that of a small ring molecule. Benzene, which has no dipole moment and serves here for scale alone, has roughly 90 u\,\AA$^2$ about an axis in its plane. The two damping rates are illustrative, not fitted to a substance. Many small polar molecules in ordinary liquids relax in times of the rough order of picoseconds to tens of picoseconds, and the strongly damped case, with 8 ps, lies in that range. There the assumption of free rotation fails badly: the decay time moves from 0.9 to 8 ps, and the loss peak from 0.251 THz to about $1/(2\pi\tau_D)=0.020$ THz. These are figures of the planar model; a dipole that turns in space with the same $I$, $\gamma$ and $T$ diffuses about two axes, and its Debye time is $I\gamma/2kT$, about 4 ps. In a dilute gas collisions are rare, but the axis is not fixed. For linear molecules with $\hbar^2/2I\ll kT$ the three-dimensional law above then replaces the Gaussian during the first few $\tau$; molecules of other shapes rotate in a more complicated way and need a separate calculation. The planar result applies most directly to a polar group turning about an axis that itself stays fixed, as it may in a solid, provided that its barrier, its interaction with neighbouring dipoles and $\hbar^2/2I$ are all small compared with $kT$, that its damping time is long compared with $\tau$, and that only times up to about $3\tau$ are considered. It then describes the dipole component perpendicular to the axis; the component along the axis does not change. In an oriented solid a twofold barrier alters the response along a given direction in first order in $h/kT$. Further values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
moment of inertia I = 100 u A^2
temperature T = 300 K
thermal time tau = 0.6332 ps
rms angular velocity = 1.5793 rad/ps
1/e time of C = 0.8954 ps
t (ps), C free, exponential with same 1/e time:
  0.2  0.95134  0.79983
  0.5  0.73213  0.57213
  1.0  0.28732  0.32734
  1.5  0.06044  0.18728
  2.0  0.00681  0.10715
log decay rate at 0.5 ps = 1.2472 1/ps
log decay rate at 1.0 ps = 2.4943 1/ps
driven rotors: omega*tau, chi', chi'' (static = 1):
  0.5  0.7698  0.5530
  1.0  0.2752  0.7602
  2.0  -0.2800  0.3392
free loss peak at omega*tau = 1.000
free loss peak frequency = 0.2514 THz
free loss peak height = 0.7602 (static = 1)
Debye loss peak height = 0.5000 (static = 1)
weak damping rate = 0.1 1/ps
  C at 1 ps with weak damping = 0.29921
  shift of ln C at 1 ps = 0.04055
  leading estimate of shift = 0.04157
strong damping rate = 20 1/ps
  gamma*tau = 12.66
  Debye time = 8.018 ps
  C at the Debye time = 0.37018
  1/e for comparison = 0.36788
barrier height = 0.10 kT
  largest change of C, t < 3 tau = 2.34e-03
  same, half the barrier = 5.86e-04
  ratio of the two = 4.00
3D linear rotor: C at 1 ps = -0.16918
  lowest C = -0.2847
  time of lowest C = 1.345 ps
quantum: hbar^2/(2 I kT) = 8.085e-04
  largest change of C, t < 3 ps = 1.49e-04
  revival time = 98.94 ps
  C at the revival time = -1.00000
\end{verbatim}
